# Rotating Real Crystal-Field Parameters with the Ivanic-Ruedenberg Recursion

## The decision and the conventions

Suppose crystal-field parameters are known in a molecular frame and a magnetic calculation needs them in the laboratory frame. Before any matrix is applied, one must decide whether to multiply by the rotation matrix or by its transpose, and which signs the sine-type parameters carry. A wrong choice can leave every zero-field energy level unchanged while turning the magnetic axes to a wrong direction. Both the choice and a test able to expose an error are therefore needed.

Write the potential on a shell as
$$V=\sum_{k=2,4,6}\sum_{m=-k}^{k}b_{km}Z_{km}(\hat{\mathbf r}).$$
The real functions $Z_{km}$ vary as $+\cos m\phi$ for $m>0$ and as $+\sin|m|\phi$ for $m<0$. Their normalization makes $Z_1=(y,z,x)$ on the unit sphere. For an orthogonal matrix $R$, define $D^k$ by
$$Z_k(R\mathbf n)=D^k(R)\,Z_k(\mathbf n). \tag{1}$$
Applying (1) twice gives $D^k(R_1R_2)=D^k(R_1)D^k(R_2)$. The matrix $D^1$ is $R$ with rows and columns in the order $y,z,x$.

An active rotation moves the ligands, $\mathbf r_j\to R\mathbf r_j$, with axes fixed. A passive rotation turns the axes by $R$ with ligands fixed. The columns of $R$ are then the new axes, so the new ligand coordinates are $R^T\mathbf r_j$.

## Harmonics from one generating function

Let
$$\mathbf a(t)=\left(\tfrac12(t^{-1}-t),\,-\tfrac i2(t+t^{-1}),\,1\right),\qquad \frac{(\mathbf a\cdot\mathbf r)^k}{k!}=\sum_m t^mM_{km}(\mathbf r).$$
Since $\mathbf a\cdot\mathbf a=0$, the Laplacian of the left side vanishes, so each $M_{km}$ is harmonic. With $\xi=x+iy$,
$$\mathbf a\cdot\mathbf r=z-\tfrac12t\xi+\tfrac1{2t}\xi^*,$$
so $M_{km}\propto e^{im\phi}$. Define the solid harmonics
$$\mathcal C_{km}=\sqrt{(k+m)!(k-m)!}\,M_{km},\qquad S_{k0}=\mathcal C_{k0},$$
$$S_{kq}=\sqrt2(-1)^q\operatorname{Re}\mathcal C_{kq},\quad S_{k,-q}=\sqrt2(-1)^q\operatorname{Im}\mathcal C_{kq}\quad(q>0).$$
Then $S_{km}=r^kZ_{km}$, and $\mathcal C_{kq}=r^kC_{kq}$ carries the Condon-Shortley phase. For $|t|=1$, $\mathbf a(t)^*=\mathbf a(-t)$, which gives $\mathcal C_{k,-q}=(-1)^q\mathcal C_{kq}^*$.

The inner product $\langle p,q\rangle=p^*(\nabla)q$ makes multiplication by $x_i$ the adjoint of $\partial_i$. It is unchanged when both polynomials are rotated. Because $(\mathbf c^*\cdot\nabla)^k(\mathbf d\cdot\mathbf r)^k=k!(\mathbf c^*\cdot\mathbf d)^k$, and $\mathbf a(s)^*\cdot\mathbf a(t)=(1+\tau)^2/2\tau$ with $\tau=s^*t$,
$$\sum_{mm'}(s^*)^mt^{m'}\langle M_{km},M_{km'}\rangle=\frac{(1+\tau)^{2k}}{k!\,(2\tau)^k}.$$
Reading off the coefficient of $\tau^m$ gives
$$\langle M_{km},M_{km'}\rangle=\delta_{mm'}\frac{(2k-1)!!}{(k+m)!(k-m)!}.$$
Hence the $\mathcal C_{km}$, and their unitary combinations $S_{km}$, are orthogonal with squared norm $(2k-1)!!$.

These $2k+1$ functions span all harmonic polynomials of degree $k$. Indeed, the Laplacian from degree $k$ to $k-2$ is surjective because its adjoint, multiplication by $r^2$, is injective; the kernel dimension is $(k+2)(k+1)/2-k(k-1)/2=2k+1$. A rotated harmonic therefore stays in the span, and $D^k$ is orthogonal.

## The recursion

Differentiate the generating function and compare powers of $t$:
$$\partial_zM_{km}=M_{k-1,m},\quad \partial_xM_{km}=\tfrac12(M_{k-1,m+1}-M_{k-1,m-1}),$$
$$\partial_yM_{km}=-\tfrac i2(M_{k-1,m+1}+M_{k-1,m-1}).$$
Put $p=\frac12\sqrt{(k+a)(k+a-1)}$ and $h=\frac12\sqrt{(k-a)(k-a-1)}$, with $a=|m|$. Restoring the square-root factors gives
$$\partial_x\mathcal C_{ka}=-p\,\mathcal C_{k-1,a-1}+h\,\mathcal C_{k-1,a+1},$$
$$\partial_y\mathcal C_{ka}=-i(p\,\mathcal C_{k-1,a-1}+h\,\mathcal C_{k-1,a+1}).$$
Take real and imaginary parts, using $\operatorname{Re}(-iC)=\operatorname{Im}C$ and $\operatorname{Im}(-iC)=-\operatorname{Re}C$. The factor $(-1)^a$ changes sign between neighbouring orders. With rank $k-1$ understood on the right, for $a\ge2$,
$$\begin{aligned}
\partial_xS_{ka}&=pS_{a-1}-hS_{a+1},\\
\partial_yS_{ka}&=-pS_{-(a-1)}-hS_{-(a+1)},\\
\partial_xS_{k,-a}&=pS_{-(a-1)}-hS_{-(a+1)},\\
\partial_yS_{k,-a}&=pS_{a-1}+hS_{a+1}.
\end{aligned}$$
For $a=1$, replace $pS_{a-1}$ by $\sqrt2\,pS_0$ and drop $S_{-(a-1)}$, because $S_0$ lacks the factor $\sqrt2$ and has no sine partner. Also
$$\partial_zS_{km}=\sqrt{k^2-m^2}\,S_m,\quad \partial_xS_{k0}=-\sqrt{\tfrac{k(k-1)}2}S_1,\quad \partial_yS_{k0}=-\sqrt{\tfrac{k(k-1)}2}S_{-1}.$$
Functions with order beyond $k-1$ are absent. Collect all coefficients as $\partial_iS_{km}=\sum_\mu g_{m;i\mu}S_{k-1,\mu}$, where $i=-1,0,1$ means $y,z,x$.

Now split $x_iS_{k-1,\mu}$ into a harmonic part $\sum_mc_mS_{km}$ and a multiple of $r^2$. The two parts are orthogonal, since $\langle S_{km},r^2q\rangle=\langle\nabla^2S_{km},q\rangle=0$. Thus
$$c_m(2k-1)!!=\langle\partial_iS_{km},S_{k-1,\mu}\rangle=g_{m;i\mu}(2k-3)!!,$$
so $c_m=g_{m;i\mu}/(2k-1)$. In particular, for $|n|<k$,
$$zS_{k-1,n}=\frac{\sqrt{k^2-n^2}}{2k-1}S_{kn}+r^2(\cdots).$$
Replace $\mathbf r$ by $R^T\mathbf r$. The transpose in (1) turns $z$ into $\sum_iD^1_{i0}x_i$ and $S_{k-1,n}$ into $\sum_\mu D^{k-1}_{\mu n}S_{k-1,\mu}$. Comparing the coefficients of $S_{km}$ yields
$$D^k_{mn}=\frac{1}{\sqrt{k^2-n^2}}\sum_{i\mu}g_{m;i\mu}D^1_{i0}D^{k-1}_{\mu n},\qquad |n|<k. \tag{2}$$

The edge columns need another product. From the generating function, $S_{kk}=c_k\operatorname{Re}\xi^k$ and $S_{k,-k}=c_k\operatorname{Im}\xi^k$, with $c_k=\sqrt{2(2k)!}/(2^kk!)$. Since $\xi^k=\xi\,\xi^{k-1}$ and $c_{k-1}/c_k=\sqrt{2k/(2k-1)}$, for $k\ge2$
$$xS_{k-1,k-1}-yS_{k-1,-(k-1)}=\sqrt{\tfrac{2k}{2k-1}}\,S_{kk},$$
$$xS_{k-1,-(k-1)}+yS_{k-1,k-1}=\sqrt{\tfrac{2k}{2k-1}}\,S_{k,-k}.$$
The same substitution gives
$$D^k_{m,\pm k}=\frac1{\sqrt{2k(2k-1)}}\sum_{i\mu}g_{m;i\mu}P^{\pm}_{i\mu}, \tag{3}$$
$$P^+_{i\mu}=D^1_{i1}D^{k-1}_{\mu,k-1}-D^1_{i,-1}D^{k-1}_{\mu,-(k-1)},$$
$$P^-_{i\mu}=D^1_{i1}D^{k-1}_{\mu,-(k-1)}+D^1_{i,-1}D^{k-1}_{\mu,k-1}.$$
Equations (2) and (3) are the Ivanic-Ruedenberg recursion. No Euler angles are required, and no denominator depends on the rotation. Odd ranks are intermediate results.

## Why active uses $D$ and passive uses $D^T$

The sum $\sum_mZ_{km}(\mathbf n)Z_{km}(\mathbf n')$ is invariant under a common rotation because $D^k$ is orthogonal. At $\mathbf n'=\hat z$ only $m=0$ survives, with value 1, and $Z_{k0}$ is the axial harmonic equal to 1 at the pole, namely $P_k(\cos\theta)$. The sum is therefore $P_k(\mathbf n\cdot\mathbf n')$.

For ligand charge $Q_j$ in units of $e$, an electron has energy $-Q_j/|\mathbf r-\mathbf r_j|$ in atomic units. Expanding for $r<r_j$ and averaging radially gives
$$b_{km}=\langle r^k\rangle\sum_j\frac{-Q_j}{r_j^{k+1}}Z_{km}(\hat{\mathbf r}_j).$$
This assumes that the shell density lies inside the ligand distances. Inserting $R\mathbf r_j$ or $R^T\mathbf r_j$ and using (1) proves
$$b_k^{\rm active}=D^k(R)b_k,\qquad b_k^{\rm passive}=D^k(R)^Tb_k. \tag{4}$$
The laws do not depend on the point-charge model: an active rotation replaces $V(\mathbf n)$ by $V(R^T\mathbf n)$, which gives the same $D^kb_k$.

A rotation by $\alpha$ about $z$ provides a hand check. From $\cos q(\phi+\alpha)$ and $\sin q(\phi+\alpha)$,
$$b'_q=\cos(q\alpha)b_q-\sin(q\alpha)b_{-q},\quad b'_{-q}=\sin(q\alpha)b_q+\cos(q\alpha)b_{-q}.$$

## A rotation worked through

Five charges without symmetry surround one f electron. The moments $\langle r^2\rangle,\langle r^4\rangle,\langle r^6\rangle$ are chosen as 1.2, 3.0 and 15.0 in powers of $a_0$. The rotation is $R=R_z(40^\circ)R_y(65^\circ)R_z(-25^\circ)$; coordinates, charges and all 27 parameters are in the numerical output.

For $D^2_{00}$, the nonzero coefficients are $g=2,-1,-1$ and the denominator is 2:
$$D^2_{00}=R_{zz}^2-\tfrac12(R_{xz}^2+R_{yz}^2)=0.178606-0.410697=-0.232091.$$
Setting $\mathbf n'=\hat z$ in the addition theorem gives $Z_{20}(R\mathbf n)=P_2(\mathbf n\cdot R^T\hat z)$. Thus the $m=0$ row of $D^2$ is $Z_2$ evaluated at the third row of $R$, $(-0.8214,-0.3830,0.4226)$. From $Z_2=(\sqrt3xy,\sqrt3yz,\frac12(3z^2-1),\sqrt3xz,\frac{\sqrt3}2(x^2-y^2))$, this row is
$$(0.5449,-0.2804,-0.2321,-0.6013,0.4572).$$
The starting vector is $b_2=(13.430,17.470,14.683,6.978,-1.425)$ mEh. Therefore
$$b_{20}^{\rm active}=7.318-4.898-3.408-4.196-0.651=-5.83\ \text{mEh}.$$
The passive value uses the third column of $R$ instead:
$$b_{20}^{\rm passive}=9.408+7.450-3.408+3.546-0.176=16.82\ \text{mEh}.$$
The two readings of the same angles differ even in sign here. Recomputing parameters from the transformed ligand coordinates reproduces both laws, with total vector errors below $10^{-13}$ mEh.

## Sine signs and tests that cannot see them

One complex form is $V=\sum B_{kq}C_{kq}$. Reality requires $B_{k,-q}=(-1)^qB_{kq}^*$, so a pair contributes
$$2\operatorname{Re}(B_{kq}C_{kq})=2(\operatorname{Re}B_{kq}\operatorname{Re}C_{kq}-\operatorname{Im}B_{kq}\operatorname{Im}C_{kq}).$$
Substituting the real functions gives, for $q>0$,
$$b_{kq}=\sqrt2(-1)^q\operatorname{Re}B_{kq},\quad b_{k,-q}=-\sqrt2(-1)^q\operatorname{Im}B_{kq},\quad b_{k0}=B_{k0}. \tag{5}$$
If the real parameters instead multiply $C_{k,-q}+(-1)^qC_{kq}$ and $i[C_{k,-q}-(-1)^qC_{kq}]$, these functions equal $\sqrt2Z_{kq}$ and $\sqrt2Z_{k,-q}$. Both parameters then convert with $+\sqrt2$. The defining potential, not the label $B$, settles the sign.

Let $\sigma$ be a diagonal matrix of neglected signs, after the $\sqrt2$ factors have been handled. Reversing all sine signs is the mirror $y\to-y$. The signs in (5) are the mirror $x\to-x$, because $\phi\to\pi-\phi$ multiplies cosine functions by $(-1)^q$ and sine functions by $-(-1)^q$. Hence $\sigma=D^k(M)$, and rotating the unconverted list amounts to
$$\sigma D^k(R)\sigma=D^k(MRM).$$

Both mirrors reverse a $z$ rotation. The mirror $y\to-y$ leaves a $y$ rotation unchanged, whereas $x\to-x$ reverses it. With the signs of (5) neglected, every single-axis $z$ or $y$ test can thus be made to agree by also exchanging active and passive. For a general product the rescue fails:
$$MRM=R_z(-\alpha)R_y(-\beta)R_z(-\gamma),\quad R^{-1}=R_z(-\gamma)R_y(-\beta)R_z(-\alpha).$$
These coincide when $\alpha=\gamma$. For a pure sine flip, $M$ is the mirror $y\to-y$ and $MRM=R_z(-\alpha)R_y(\beta)R_z(-\gamma)$. Because $R_y(-\beta)=R_z(180^\circ)R_y(\beta)R_z(-180^\circ)$, this equals $R^{-1}$ when $\alpha$ and $\gamma$ differ by $180^\circ$. A good test therefore avoids outer angles that are equal or $180^\circ$ apart. It also needs $\beta\ne0$, since otherwise $R$ is a pure $z$ rotation whatever $\alpha$ and $\gamma$ are. Finally it must not be a half-turn, which occurs for $\beta=180^\circ$ or $\alpha+\gamma=180^\circ$: then $R=R^{-1}$, and active and passive results coincide.

In the example, neglecting (5) leaves the result 40.5 mEh from the active vector and 48.4 mEh from the passive one. For a pure sine flip the distances are 43.2 and 42.7 mEh. The whole parameter vector has length $\sqrt{27.42^2+5.76^2+1.68^2}=28.1$ mEh, so these are errors of order one.

Energy levels in zero magnetic field do not reveal them. A rotation acts unitarily on the shell. For even ranks a mirror does too, since it is a rotation times inversion and inversion leaves every even $Z_{km}$ unchanged. Norms within each rank are also preserved. Agreement of zero-field spectra or of norms therefore cannot validate the orientation; transformed ligand coordinates can. In a magnetic field fixed in the laboratory, the levels do in general depend on the orientation.

## Stevens parameters and operator equivalents

Stevens polynomials $O_{km}$ use coprime integer coefficients in $z$ and $r^2$, multiplied by $\operatorname{Re}\xi^q$ or $\operatorname{Im}\xi^q$. Write $Z_{km}=\lambda_{km}O_{km}$ on the unit sphere. Equality of the potentials requires $s_{km}=\lambda_{km}b_{km}$, hence
$$s_k^{\rm active}=\Lambda_kD^k\Lambda_k^{-1}s_k,\qquad \Lambda_k=\operatorname{diag}(\lambda_{km}).$$
For rank 2, $\lambda=0.500,1.732,0.866$ for $|m|=0,1,2$. Thus $s_{20}=0.500\times14.683=7.34$ mEh. Since the $\lambda$ differ, this matrix is not orthogonal in general. Applying $D^k$ directly to $s_k$ shifts a level by up to 7.1 mEh in the example, so the spectrum does detect this error.

An operator equivalent replaces $\mathbf r$ by $\mathbf J$ in $(\mathbf a\cdot\mathbf r)^k$, which keeps the operator order symmetrized. Let $U=e^{-i\alpha J_z}e^{-i\beta J_y}e^{-i\gamma J_z}$. To first order in a $z$ angle $\delta$, $UJ_xU^\dagger=J_x-i\delta[J_z,J_x]=J_x+\delta J_y$. In general $U\mathbf JU^\dagger=R^T\mathbf J$, and therefore
$$UH(b)U^\dagger=H(Db).$$
Within one shell, each operator rank occurs once, so Schur's lemma makes the equivalent proportional to the true matrix elements. For $l=3$ the factors are $-4.444\times10^{-2}$, $4.040\times10^{-3}$ and $-1.036\times10^{-3}$ for ranks 2, 4 and 6. A factor common to one rank does not affect its rotation.

The seven levels run from $-8.83$ to $8.39$ mEh, a total splitting of 17.22 mEh, or about 3800 cm$^{-1}$. These are levels of the stated model. It omits covalency, spin-orbit coupling, ligand polarization, shielding of the rank-2 term by the outer shells and the uniform $k=0$ shift. The splitting is dominated by the unshielded rank-2 term and exceeds the spin-orbit gap of a real 4f$^1$ ion (about 2300 cm$^{-1}$ in Ce$^{3+}$), so it should not be read as typical of a lanthanide; the rotation laws do not depend on its size.

## Error propagation

Let $\varepsilon_k$ be the largest Euclidean error of a column of $D^k$. By the adjoint relation,
$$\sum_i\langle\partial_iS_{km},\partial_iS_{kn}\rangle=\left\langle S_{km},\sum_ix_i\partial_iS_{kn}\right\rangle=k\langle S_{km},S_{kn}\rangle.$$
Thus $GG^T=k(2k-1)I$, where $G$ is the array of $g$, and $G$ has norm $\sqrt{k(2k-1)}$. For interior columns, (2) amplifies errors by at most $\sqrt{k(2k-1)/(k^2-n^2)}\le\sqrt k$, because $k^2-n^2\ge2k-1$. For edge columns, the norm of $G$ divided by the denominator in (3) is $1/\sqrt2$. The two columns of $D^1$ in $P^\pm$ are orthogonal, and so are the two columns of $D^{k-1}$, so to first order the error of $P^\pm$ is at most $\sqrt2(\varepsilon_{k-1}+\varepsilon_1)$. The corresponding factor is therefore at most 1. To first order,
$$\varepsilon_k\le\sqrt k\,(\varepsilon_{k-1}+\varepsilon_1)+\rho_k,$$
where $\rho_k$ is the rounding error made in that step. With $\rho_k=0$, the successive bounds for ranks 2 to 6 are 2.83, 6.63, 15.3, 36.4 and 91.5 times $\varepsilon_1$. These are upper limits, not estimates of the actual growth: scaling $D^1$ by $1+\varepsilon_1$, for instance, multiplies $D^k$ by $(1+\varepsilon_1)^k$ and gives an error of only $k\varepsilon_1$. Double precision is ample at these ranks. The largest entry difference from angular quadrature, over four test rotations, is $4.1\times10^{-14}$; this includes the quadrature's own rounding.

Uncertainty in the orientation matters far more. A $z$ rotation by $\delta$ turns each cosine-sine pair through $q\delta$. Any other axis is related to $z$ by an orthogonal change of basis, so for $k|\delta|\le\pi$
$$\frac{\|\Delta b_k\|}{\|b_k\|}\le2\sin\frac{k|\delta|}{2}\le k|\delta|.$$
An error of $1^\circ$ can therefore change the rank-6 vector by up to about 10% of its norm, against at most about 3.5% for rank 2. An input matrix that is not orthogonal is a different failure: the recursion will process it, but the result is no longer a rotation. Checking $R^TR=I$ and $\det R=1$ before starting removes that case.

## Computed results

```
ligand 1: x y z = 4.0 0.5 1.0 a0; Q = -1 e
ligand 2: x y z = -1.0 4.2 0.8 a0; Q = -1 e
ligand 3: x y z = -2.5 -3.0 1.5 a0; Q = -1 e
ligand 4: x y z = 0.6 -0.9 -4.4 a0; Q = -1 e
ligand 5: x y z = 1.0 1.5 4.0 a0; Q = -2 e
<r^2>, <r^4>, <r^6> = 1.2 3.0 15.0 a0^2, a0^4, a0^6
alpha, beta, gamma = 40.0 65.0 -25.0 deg
R row x (no unit): 0.565066 -0.445743 0.694272
R row y (no unit): -0.077542 0.809078 0.582563
R row z (no unit): -0.821394 -0.383022 0.422618
D2[0,0]: axial, transverse, sum (no unit) = 0.178606 -0.410697 -0.232091
max recursion-quadrature difference = 4.1e-14 (no unit)
b[2,-2] start, active, passive = 13.4303 23.6371 4.8285 mEh
b[2,-1] start, active, passive = 17.4696 -4.2901 -0.0428 mEh
b[2,+0] start, active, passive = 14.6829 -5.8344 16.8209 mEh
b[2,+1] start, active, passive = 6.9784 0.1272 -16.9984 mEh
b[2,+2] start, active, passive = -1.4245 -11.8618 12.5169 mEh
b[4,-4] start, active, passive = 1.2633 -0.1804 2.0678 mEh
b[4,-3] start, active, passive = -0.7010 -0.3049 -1.2345 mEh
b[4,-2] start, active, passive = 1.3348 -1.0933 1.0630 mEh
b[4,-1] start, active, passive = 3.5799 -2.5018 -2.1647 mEh
b[4,+0] start, active, passive = 2.9870 1.4704 -3.2851 mEh
b[4,+1] start, active, passive = 0.9789 -0.5953 1.1805 mEh
b[4,+2] start, active, passive = -0.7882 2.2054 2.2116 mEh
b[4,+3] start, active, passive = 2.2784 -3.0074 -2.0945 mEh
b[4,+4] start, active, passive = 0.8675 -3.0208 0.2239 mEh
b[6,-6] start, active, passive = -0.2727 -0.6132 0.0410 mEh
b[6,-5] start, active, passive = 0.6205 -0.4529 -0.4958 mEh
b[6,-4] start, active, passive = -0.2778 0.2701 0.9879 mEh
b[6,-3] start, active, passive = 0.2387 -0.4663 -0.2124 mEh
b[6,-2] start, active, passive = 0.2400 -0.2715 -0.2509 mEh
b[6,-1] start, active, passive = 0.8112 -0.2281 -0.1649 mEh
b[6,+0] start, active, passive = 0.1264 -0.5184 -0.3001 mEh
b[6,+1] start, active, passive = 0.2867 0.7435 0.1169 mEh
b[6,+2] start, active, passive = -0.3254 -0.1759 0.0722 mEh
b[6,+3] start, active, passive = -0.9777 -0.1628 -0.9025 mEh
b[6,+4] start, active, passive = -0.3614 0.4769 -0.2012 mEh
b[6,+5] start, active, passive = 0.2387 0.0323 -0.6859 mEh
b[6,+6] start, active, passive = 0.3985 0.8431 0.1494 mEh
norms of b, k=2,4,6 = 27.4203 5.7559 1.6779 mEh
coordinate-test error: active 3.6e-14, passive 3.7e-14 mEh
sine flip, z: distance to active, passive = 36.7234 0.0000 mEh
sine flip, y: distance to active, passive = 0.0000 47.0621 mEh
sine flip, zyz: distance to active, passive = 43.2129 42.7183 mEh
Re/Im list, z: distance to active, passive = 36.7234 0.0000 mEh
Re/Im list, y: distance to active, passive = 47.0621 0.0000 mEh
Re/Im list, zyz: distance to active, passive = 40.4576 48.4001 mEh
Stevens scale k=2, q=0..2 (no unit): 0.50000 1.73205 0.86603
Stevens scale k=4, q=0..4 (no unit): 0.12500 0.79057 0.55902 2.09165 0.73951
Stevens scale k=6, q=0..6 (no unit): 0.06250 0.57282 0.45286 0.90571 0.49608 2.32681 0.67169
Stevens k=2, m=-2..2, start = 11.6310 30.2583 7.3414 12.0870 -1.2337 mEh
Stevens k=2, m=-2..2, active = 20.4703 -7.4306 -2.9172 0.2203 -10.2726 mEh
max level error, unscaled Stevens rotation = 7.1290 mEh
l=3 equivalent factors, k=2,4,6 (no unit): -4.444444e-02 4.040404e-03 -1.036001e-03
f levels = -8.8313 -8.6033 -0.9978 -0.4074 3.2774 7.1759 8.3865 mEh
total splitting = 17.2178 mEh = 3778.9 cm^-1
```
